# The time lag of hydrogen permeation through a planar film, part 2

Hydrogen leaks through a film \(0<x<L\), and its diffusivity \(D\) is sought from the time lag. The mobile concentration is \(c(x,t)\), with steady profile \(c_s\); \(J\) is the flux towards the exit at \(x=L\), and \(Q(t)\) the amount released there per area. Subscripts \(t\) and \(x\) denote derivatives. The film starts empty, with \(c(0,t)=c_0\) and \(c(L,t)=0\). The lag \(t_{\rm lag}\) is the time-axis intercept of the late straight line of \(Q\). For the ideal film, \(J=-Dc_x\), and weighting conservation by \(x\) gives

\[
Q(t)\to\frac{Dc_0}{L}\left(t-\frac{L^2}{6D}\right),
\qquad
t_{\rm lag}=\frac{L^2}{6D}.
\tag{2}
\]

A fixed entry flux gives \(L^2/(2D)\) instead. With surface exchange \(J(0,t)=k\,[c_0-c(0,t)]\) and \(\ell=D/k\),

\[
t_{\rm lag}=\frac{L^2}{6D}\,\frac{L+3\ell}{L+\ell}.
\tag{5}
\]

With fast exchange but a uniform initial concentration \(fc_0\),

\[
LQ=Dc_0t-\int_0^Lx\,c\,dx+\frac{fc_0L^2}{2},
\qquad
t_{\rm lag}=\frac{L^2}{6D}(1-3f).
\tag{6}
\]

"Factor" means a lag divided by \(L^2/(6D)\); each effect is taken alone.

The example has \(L=200\) nm, \(c_0=10^{19}\) cm⁻³, 473 K, \(k_BT=0.04076\) eV and \(D=2.99\times10^{-12}\) cm²/s, from an Arrhenius law with prefactor \(10^{-3}\) cm²/s and activation energy \(E_a=0.80\) eV. The ideal lag is 22.3 s.

Now add \(N_t\) immobile traps per volume, with binding energy \(E_b\), and \(N_s\) ordinary sites per volume. In equilibrium the trapped concentration is

\[
n_t=\frac{N_tc}{c+K},\qquad K=N_se^{-E_b/k_BT}.
\]

The moment identity becomes

\[
LQ=Dc_0t-\int_0^Lx\,(c+n_t)\,dx .
\]

With \(s=c_s/c_0=1-x/L\), \(\nu=N_t/c_0\) and \(\kappa=K/c_0\), the factor is \(1+6\nu I\), where

\[
I=\int_0^1(1-s)\frac{s}{s+\kappa}\,ds
=\frac12+\kappa-\kappa(1+\kappa)\ln\left(1+\frac1\kappa\right).
\]

The limits of this factor are checked first, before any number is quoted.

**A:** For strong traps, \(\kappa\to0\), \(I\to1/2\) and the factor becomes \(1+3N_t/c_0\): the traps fill nearly everywhere and must be paid for once. For weak traps, \(\kappa\gg1\), the integrand is nearly \(s(1-s)/\kappa\), so \(I\approx1/(6\kappa)\) and the factor is \(1+N_t/K\). That is ordinary diffusion with the reduced diffusivity \(D/(1+N_t/K)\).

Take \(N_t=5\times10^{18}\) cm⁻³, \(E_b=0.50\) eV and \(N_s=5\times10^{22}\) cm⁻³. Then \(K=2.35\times10^{17}\) cm⁻³, \(\nu=0.5\) and \(\kappa=0.0235\), which give \(I\approx0.433\) and

\[
1+6(0.5)(0.433)\approx2.30 .
\]

The lag rises to about 51 s, while the steady flux stays the same. Integrating the transport equation with these traps gives the same factor, 2.30. Release from these traps is not in fact fast: with a barrier \(E_a+E_b=1.3\) eV and an attempt frequency of order \(10^{13}\) s⁻¹ it takes several seconds, not far below the ideal lag. The lag is unaffected, because the moment identity holds for any capture and release rates and needs only the equilibrium filling of the steady state; slow traps change the shape of the transient and the time one must wait.

**Q:** How would I notice traps in the data?

**A:** Vary the source at fixed temperature and thickness. The added lag is proportional to

\[
\nu I=\int_0^1(1-s)\frac{N_ts}{c_0s+K}\,ds ,
\]

which falls as \(c_0\) rises. In the ideal film the lag does not depend on \(c_0\). The dependence is weak when \(c_0\ll K\), so its absence does not exclude weak traps. Nor does its presence prove traps, since charged hydrogen can also make the lag depend on \(c_0\).

**Q:** You have treated hydrogen as neutral. In these oxides it often acts as a donor and moves as a positive ion.

**A:** First take a simple limit: ions so dilute among other carriers that they do not alter the field, and a uniform field across the film. In atomic units the ion has unit charge. Let \(p\) be its drop in electrostatic energy from entry to exit, divided by \(k_BT\). The force is \(pk_BT/L\), and the Einstein relation gives a mobility \(D/k_BT\), so

\[
J=-Dc_x+\frac{Dp}{L}\,c .
\]

Use a weight \(w(x)\) with \(w(0)=0\). Then

\[
\frac{d}{dt}\int_0^Lwc\,dx=-w(L)J(L,t)+\int_0^Lw'J\,dx .
\]

Integrating the diffusion part by parts,

\[
\int_0^Lw'J\,dx=-D\big[w'c\big]_0^L+D\int_0^L\left(w''+\frac pLw'\right)c\,dx .
\]

The unknown interior drops out if \(w''+(p/L)w'=0\). With \(w'(0)=1\) this gives

\[
w'=e^{-px/L},\qquad w=\frac Lp\left(1-e^{-px/L}\right),
\]

and the boundary term is \(Dc_0\). Hence \(w(L)Q=Dc_0t-\int_0^Lwc\,dx\), and the lag is \(\int_0^Lwc_s\,dx/(Dc_0)\).

**Q:** The steady profile is no longer linear.

**A:** Constant flux means \(c_s'-(p/L)c_s\) is constant, so \(c_s\) is a constant plus a multiple of \(e^{px/L}\). The face values give

\[
c_s=c_0\,\frac{1-e^{-p(1-\xi)}}{1-e^{-p}},\qquad \xi=\frac xL .
\]

The product needed is

\[
(1-e^{-p\xi})(1-e^{-p(1-\xi)})=1+e^{-p}-e^{-p\xi}-e^{-p(1-\xi)},
\]

and its integral over \(0<\xi<1\) is \(1+e^{-p}-2(1-e^{-p})/p\). Collecting the prefactors,

\[
t_{\rm lag}=\frac{L^2}{Dp}\left[\frac{1+e^{-p}}{1-e^{-p}}-\frac2p\right]
=\frac{L^2}{D}\,\frac{p\coth(p/2)-2}{p^2}.
\]

**Q:** That is even in \(p\). A field pushing ions back towards the source shortens the lag as well?

**A:** Yes. The partial-fraction series of the hyperbolic cotangent turns the result into

\[
t_{\rm lag}=\frac{L^2}{D}\sum_{n=1}^{\infty}\frac4{p^2+4\pi^2n^2},
\]

and every term falls as \(|p|\) grows. At \(p=0\) the sum is \(\sum1/(\pi^2n^2)=1/6\). The lag is the amount missing at the exit divided by the steady flux. An opposing field lowers both, the missing amount by the larger factor. The steady flux is \(Dc_0/w(L)=(Dc_0/L)\,p/(1-e^{-p})\), and its ratio for opposite polarities is \(e^{p}\).

A voltage of 0.10 V across the film is a field of 0.0050 MV/cm and gives \(p=2.45\). The factor is 0.91 for either polarity, while the steady fluxes differ by a factor of about 12. These numbers illustrate the formula at a fixed temperature, which a real film may not keep. If the other carriers are \(10^{18}\) electrons per cm³ with an assumed mobility of 10 cm²/(V s), the same field drives about \(8\times10^3\) A/cm² and releases about 800 W/cm² as heat.

**Q:** But \(10^{19}\) ions per cm³ bring \(10^{19}\) electrons per cm³. They cannot be dilute unless the film already holds many more.

**A:** Then the electrons must be included, and the uniform-field estimate does not apply. Suppose that all the hydrogen is ionized, that fixed donors supply a uniform background \(N_0\), that no net electric current flows, and that hydrogen leaves as neutral atoms, taking electrons along. Neutrality gives \(n=c+N_0\) for the electron concentration.

Electrons are far more mobile than ions, so a tiny gradient of their electrochemical potential suffices to carry their share of the flow. Neglect that gradient. Let \(\varphi\) be the electrostatic potential and \(k_BT\eta(n)\) the electron chemical potential. The electron charge is \(-1\), hence

\[
k_BT\,\eta(n)-\varphi={\rm constant},\qquad
\varphi_x=k_BT\,\frac{d\eta}{dn}\,c_x ,
\]

where \(n_x=c_x\) because \(N_0\) is uniform. The ion has charge \(+1\), so

\[
J=-D\left(c_x+\frac{c\,\varphi_x}{k_BT}\right)
=-D\left(1+c\,\frac{d\eta}{dn}\right)c_x .
\tag{7}
\]

The electrons tend to spread out ahead of the ions, and the resulting field pulls the ions along.

**Q:** Now the diffusivity depends on concentration. Your linear weight relied on a constant one.

**A:** It relied on the flux being a gradient, which remains true. Define

\[
\Phi(c)=\int_0^c\left(1+c'\,\frac{d\eta}{dn}\right)dc',\qquad n=c'+N_0 .
\]

Then \(J=-D\,\Phi_x\), and with \(\Phi_0=\Phi(c_0)\) the integral of \(J\) over the film is \(D\Phi_0\). The weight \(x\) gives

\[
LQ=D\Phi_0t-\int_0^Lx\,c\,dx,\qquad
t_{\rm lag}=\frac1{D\Phi_0}\int_0^Lx\,c_s\,dx .
\tag{8}
\]

In the steady state \(\Phi\), rather than \(c\), is linear: \(\Phi(c_s)=\Phi_0(1-x/L)\).

**Q:** Give me a case I can do by hand.

**A:** For non-degenerate electrons \(n\propto e^\eta\), so \(d\eta/dn=1/n\). Without background donors \(n=c\), the bracket in (7) is 2, and \(\Phi=2c\). Everything is then as in the ideal film with \(D\) replaced by \(2D\), so the lag is \(L^2/(12D)\), half the ideal value. This result leans on neutrality where it is weakest, since without a background \(n\) falls to zero at the exit. The neutral profile gives \(\varphi=k_BT\ln c+{\rm constant}\), whose curvature implies a space charge as large as the ion charge within about \((\lambda_0^2L)^{1/3}\) of the exit, where \(\lambda_0\) is the Debye length at \(c_0\). For \(L=200\) nm, 473 K and a relative permittivity of 10 this distance is about 17 nm at \(c_0=10^{18}\) cm⁻³ and about 77 nm at \(10^{16}\) cm⁻³. The factor one half is a limit, approached only when that distance is small beside \(L\). If \(N_0\gg c_0\) instead, the bracket is \(1+c/(c+N_0)\approx1\) and the ideal result returns.

**Q:** At \(10^{19}\) cm⁻³ are the electrons still non-degenerate?

**A:** Not quite. For a parabolic band of mass \(m\), counting both spins and writing the kinetic energy as \(\varepsilon k_BT\), the concentration is

\[
n=\frac{2N_c}{\sqrt\pi}\int_0^\infty\frac{\sqrt\varepsilon\,d\varepsilon}{1+e^{\varepsilon-\eta}},
\qquad N_c=2\left(\frac{mk_BT}{2\pi}\right)^{3/2},
\]

in atomic units. If \(g\) is the occupation in the integrand, then \(dg/d\eta=g(1-g)<g\). Thus \(dn/d\eta<n\), and \(d\eta/dn\) exceeds \(1/n\): degeneracy strengthens the pull in (7).

Take \(m=0.30\) electron masses and \(N_0=10^{18}\) cm⁻³. Then \(N_c=8.2\times10^{18}\) cm⁻³, and \(\eta\) runs from \(-2.06\) at the exit to \(0.77\) at the entry. Since \(dc=dn\), the potential in (8) can be evaluated as

\[
\Phi=c+\int(n-N_0)\,d\eta ,
\]

with \(\eta\) running from its value at \(n=N_0\) to that at \(n=N_0+c\). Numerical evaluation gives a factor of 0.58, or a lag of 12.8 s. Integrating the time-dependent equation with flux (7) also gives 0.58. With the same background but non-degenerate electrons the factor is 0.62, so most of the shortening comes from the electron pull itself.

**Q:** And neutrality is safe?

**A:** For a relative permittivity of 10, the Debye length at the exit background is about 5 nm, small beside 200 nm. Space-charge layers at the faces are neglected, and in a film of 10 nm that would not be defensible. For dilute hydrogen, \(c_0=10^{16}\) cm⁻³ in the same background, the factor is 0.997.

**Q:** So the formula may report a number that is not the ion's diffusivity.

**A:** Yes. Here \(L^2/(6t_{\rm lag})\) would be \(1/0.576\approx1.74\) times the \(D\) of the ion. Equation (2) gives \(D\) for neutral hydrogen, or for ions so dilute that \(c\,d\eta/dn\ll1\) throughout the film, with no applied field, provided its other conditions also hold.

**Q:** How much does the thermometer matter?

**A:** At fixed thickness the lag varies as \(e^{E_a/k_BT}\). A film 5 K hotter than believed has a factor

\[
\exp\left[\frac{0.80}{0.04076}\left(\frac{473}{478}-1\right)\right]\approx0.81 .
\]

The lag is 19% shorter, and the diffusivity assigned to 473 K is too large by about 23%. Extrapolating the same Arrhenius law to 300 K gives a lag of \(1.8\times10^6\) s, about three weeks, which is why the example is set at an elevated temperature.

**Q:** How close is all this to a real oxide film?

**A:** The diffusivity parameters are rough, and hydrogen diffusion in amorphous oxides depends strongly on composition and preparation; a tenfold change in \(D\) changes the lag tenfold. The thickness is larger than the few tens of nanometres usual in a transistor channel. At 50 nm and the same \(D\) the ideal lag would be 1.4 s, and a 20 nm entry barrier would matter more, with a factor of \(110/70=1.57\) from (5). A film on a solid substrate also needs an exit layer that removes hydrogen quickly. The empty start also needs checking, because deposited oxide films can contain substantial hydrogen. If it is mobile and uniform, (6) says that a residue of one third of \(c_0\) removes the lag altogether. In this model the other effects move 22 s to about 13 s for ionized hydrogen and to about 51 s for the chosen traps.

**Q:** Then what would convince you that a measured lag yields \(D\)?

**A:** I would ask for three things at fixed temperature. The lag should scale as \(L^2\) over several thicknesses, which by (5) exposes an entry barrier unless \(\ell\) is much larger than all of them. It should not change with source concentration, which tests for saturable traps and for an electron pull that varies with \(c_0\). The line should be fitted so late that its intercept no longer moves when the start of the fit is pushed later; a fixed number of measured lags is no safe guide, because hydrogen left in the film can bring the lag to zero by (6), while the profile still takes time to become steady. These checks are necessary within the models treated here, but not sufficient: weak traps pass all of them and still reduce the inferred diffusivity to \(D/(1+N_t/K)\). Fully ionized hydrogen with non-degenerate electrons and no background donors passes them too within the neutral model, with an inferred diffusivity of \(2D\); in a real film this holds only while the space-charge region at the exit is thin beside \(L\), and for thin films or low \(c_0\) the lag depends on both. A surface so slow that \(\ell\gg L\) for every film also passes: the lag is then close to \(L^2/(2D)\), and the inferred diffusivity is close to \(D/3\). The numerical output below lists the main values.

## Numbers as computed

```
film thickness L = 200 nm
temperature T = 473 K, k_B T = 0.04076 eV
prefactor D0 = 1.0e-03 cm^2/s, activation energy = 0.80 eV
diffusivity D = 2.9927e-12 cm^2/s
entry concentration c0 = 1.0e+19 cm^-3
L^2/D = 133.659 s
time lag L^2/(6D) = 22.276 s
simulated lag, fixed concentration = 0.166675 L^2/D
simulated lag, fixed flux = 0.500000 L^2/D
fixed-flux lag L^2/(2D) = 66.829 s
steady flux D c0/L = 1.4963e+12 cm^-2 s^-1
steady stored hydrogen c0 L/2 = 1.000e+14 cm^-2
exit flux at the lag time / steady = 0.6167
released by the lag time = 7.809e+12 cm^-2
tangent at 1 lags: intercept = 0.6201 of true lag
tangent at 2 lags: intercept = 0.8705 of true lag
tangent at 3 lags: intercept = 0.9619 of true lag
tangent at 5 lags: intercept = 0.9975 of true lag
--- neglected effects, each alone ---
entry barrier length D/k = 20 nm, k = 1.496e-06 cm/s
  lag factor = 1.1818 (simulated 1.1819)
initial filling = 0.05 c0
  lag factor = 0.8500 (simulated 0.8501)
traps N_t = 5.0e+18 cm^-3, binding = 0.50 eV
  host site density = 5.0e+22 cm^-3
  half-filling concentration K = 2.352e+17 cm^-3
  nu = 0.500, kappa = 0.02352
  lag factor = 2.2980 (simulated 2.2986)
voltage across film = 0.10 V, field = 0.0050 MV/cm, p = 2.4534
  lag factor, either polarity = 0.9122 (simulated 0.9123)
electron mass = 0.30 m_e, background N0 = 1.0e+18 cm^-3
  band density Nc = 8.163e+18 cm^-3
  reduced chemical potential: exit -2.056, entry 0.766
  permittivity = 10, Debye length at exit = 4.75 nm
  ambipolar lag factor = 0.5758 (simulated 0.5759)
  ambipolar lag = 12.827 s
  same without degeneracy = 0.6180
  no background, no degeneracy = 0.4999
  dilute hydrogen, c0 = 1e16 cm^-3: factor = 0.9974
film 5 K hotter: lag factor = 0.8144
at 300 K: D = 3.636e-17 cm^2/s, lag = 1.834e+06 s
```
